\section*{Fe(CO)5 ligand exchange: one NMR line, two infrared bands}

\section*{Question}

Iron pentacarbonyl is a trigonal bipyramid with two axial and three equatorial CO ligands, which trade places over a barrier near 2 kcal/mol. How fast is the exchange at room temperature? Can one rate explain both a single averaged $^{13}$C NMR line and two separate infrared bands, and how does the answer change with the barrier and with the splitting being observed?

\section*{Answer: the rate}

The motion considered is Berry pseudorotation. One equatorial ligand, the pivot, keeps its place; the other two equatorial ligands open out into a new axis, while the old axial pair closes into the equatorial plane. Let $G=2.0$ kcal/mol be the free-energy barrier through one chosen pivot, so that the number of pivots is not contained in $G$.

Transition-state theory counts thermal crossings of the barrier top, assuming that no crossing is reversed at once. For motion along the path with effective mass $m$ and momentum $p$, the number of states in $ds\,dp$ is $ds\,dp/h$, and the velocity is $p/m$. The forward flux per reactant molecule is therefore
\begin{equation}
k_1=e^{-G/RT}\int_0^\infty \frac{p}{m}\,e^{-p^2/2mk_BT}\,\frac{dp}{h}
=e^{-G/RT}\,\frac{1}{h}\Big[-k_BT\,e^{-p^2/2mk_BT}\Big]_0^\infty
=\frac{k_BT}{h}\,e^{-G/RT}.
\end{equation}
The mass has cancelled. At 298.15 K, $RT=0.5925$ kcal/mol and $G/RT=3.376$, so
\begin{equation}
k_1=(6.21\times10^{12}\ \mathrm{s^{-1}})(0.0342)=2.1\times10^{11}\ \mathrm{s^{-1}}.
\end{equation}

There are three possible pivots. An axial ligand moves whichever is used, so it leaves its site at the rate $3k_1$. An equatorial ligand stays when it is itself the pivot, so it leaves at $2k_1$. The mean residence times are 1.6 ps and 2.4 ps. If $P$ is the probability that a given ligand is axial, then
\begin{equation}
\frac{dP}{dt}=-3k_1P+2k_1(1-P)=-5k_1\left(P-\tfrac25\right).
\end{equation}
Memory of the site decays at $5k_1=1.1\times10^{12}\ \mathrm{s^{-1}}$, and the populations settle at 2/5 and 3/5, as they must.

\section*{What the NMR line sees}

Take a $^{13}$C frequency of 100 MHz and a chosen shift difference of 10 ppm. The splitting is $\Delta\nu=1000$ Hz, or $\Delta\omega=2\pi\Delta\nu=6.3\times10^3$ rad/s. With frequencies measured from the equatorial line, the transverse magnetizations of the two sites obey
\begin{align}
\dot m_a&=(i\Delta\omega-3k_1)m_a+2k_1m_e,\\
\dot m_e&=3k_1m_a-2k_1m_e .
\end{align}
A solution proportional to $e^{\lambda t}$ requires
\begin{equation}
(\lambda+3k_1-i\Delta\omega)(\lambda+2k_1)-6k_1^2
=\lambda^2+(5k_1-i\Delta\omega)\lambda-2ik_1\Delta\omega=0 .
\end{equation}
For $k_1\gg\Delta\omega$ one root is small. Dropping $\lambda^2$ and the small part of the bracket gives $\lambda\approx\frac25 i\Delta\omega$. To find the width, put this value into the $\lambda^2$ term and keep the next order in $\Delta\omega/k_1$:
\begin{align}
\lambda&=\frac{2ik_1\Delta\omega-\lambda^2}{5k_1-i\Delta\omega}
\approx\frac{2i\Delta\omega}{5}\left(1+\frac{i\Delta\omega}{5k_1}\right)+\frac{4\Delta\omega^2}{125k_1}\\
&=\frac{2i\Delta\omega}{5}-\frac{6}{25}\,\frac{\Delta\omega^2}{5k_1}.
\end{align}
The imaginary part puts a single line at the population average, 400 Hz from the equatorial end. A decay rate $-\mathrm{Re}\,\lambda$ gives a full width at half maximum of $-\mathrm{Re}\,\lambda/\pi$ in hertz, so exchange contributes
\begin{equation}
w_{\rm NMR}=4\pi\,\frac{6}{25}\,\frac{(\Delta\nu)^2}{5k_1}=2.8\times10^{-6}\ \mathrm{Hz}.
\end{equation}
The width grows as the square of the splitting, hence as the square of the magnetic field, and falls as $1/k_1$. Even a tenfold larger shift difference would give only about $3\times10^{-4}$ Hz.

The opposite limit, two separate lines, needs $5k_1$ well below $\Delta\omega$. With $G$ held fixed, the two become equal at about 49 K. This is a formal number, since ordinary solvents are frozen there, but it shows how far the room-temperature liquid lies from slow exchange.

\section*{What the infrared bands see}

The infrared bands belong to vibrational modes shared by several ligands. Let $a_1,a_2,e_1,e_2,e_3$ denote one quantum of stretching in each CO. The modes that carry a dipole are
\begin{equation}
\alpha=\frac{a_1-a_2}{\sqrt2},\qquad
\varepsilon_x=\frac{2e_1-e_2-e_3}{\sqrt6},\qquad
\varepsilon_y=\frac{e_2-e_3}{\sqrt2},
\end{equation}
where $\alpha$ has symmetry $A_2''$ and the other two form the pair $E'$. The round model parameters are local frequencies of 2040 (axial) and 2028 cm$^{-1}$ (equatorial), with couplings of 20 (axial-axial), 28 (equatorial-equatorial) and 17 cm$^{-1}$ (axial-equatorial). In each of these modes the axial-equatorial couplings cancel, which leaves
\begin{equation}
\tilde\nu_1=2040-20=2020\ \mathrm{cm^{-1}},\qquad
\tilde\nu_2=2028-28=2000\ \mathrm{cm^{-1}} .
\end{equation}
The gap of 20 cm$^{-1}$ corresponds to $\Delta\omega_{\rm IR}=2\pi c\,(20\ \mathrm{cm^{-1}})=3.8\times10^{12}$ rad/s, which is $6\times10^8$ times the NMR splitting.

\subsection*{How a jump changes the modes}

Let $e_1$ be the pivot, lying along $x$, and let primes mark the new molecular frame. The old axial ligands become $e_2',e_3'$, so $\alpha$ becomes $\varepsilon_y'$. This holds for a slow or a fast crossing: the path keeps a mirror plane that exchanges $a_1$ and $a_2$ and leaves the equatorial ligands in place, and $a_1-a_2$ is the one stretch combination odd under it. In the same way $\varepsilon_y$ becomes $\alpha'$. If the crossing is sudden, $\varepsilon_x$ becomes $(2e_1'-a_1'-a_2')/\sqrt6$, whose overlap with the new $\varepsilon_x'$ is $(2\cdot2)/6=2/3$.

Light also fixes a direction in space, so the mode amplitude must be followed together with the polarization in the molecular frame. For equal bond dipoles along the bonds, light prepares the sum of (bond direction)$\otimes$(local stretch) over the five ligands. With equatorial bonds at $120^\circ$ this sum is
\begin{align}
d&=z\otimes(a_1-a_2)+x\otimes\left(e_1-\tfrac12e_2-\tfrac12e_3\right)+\tfrac{\sqrt3}{2}\,y\otimes(e_2-e_3)\\
&=\sqrt2\,u_1+\sqrt3\,u_2,\qquad
u_1=z\otimes\alpha,\quad u_2=\frac{x\otimes\varepsilon_x+y\otimes\varepsilon_y}{\sqrt2}.
\end{align}
Both $u_1$ and $u_2$ are unchanged by every symmetry operation of the molecule. They are the two such combinations, because a vector ($A_2''+E'$) and the stretches ($2A_1'+A_2''+E'$) share one $A_2''$ and one $E'$. Summing over three equally likely pivots preserves this symmetry, so the motion stays within these two states.

Through pivot $e_1$ the old $z$ direction becomes $y'$, and the old $y$ becomes $z'$ up to a sign that cancels in the products. Hence
\begin{equation}
u_1\to y'\otimes\varepsilon_y',\qquad
u_2\to\frac{1}{\sqrt2}\left[x'\otimes\frac{2e_1'-a_1'-a_2'}{\sqrt6}+z'\otimes\alpha'\right].
\end{equation}
The first has overlap $0$ with the new $u_1$ and $1/\sqrt2$ with the new $u_2$. The second has overlap $1/\sqrt2$ with $u_1$ and $\frac12\cdot\frac23=\frac13$ with $u_2$. Three pivots multiply these by 3. Subtracting the gains from the total loss rate $3k_1$ gives the damping matrix
\begin{equation}
K=k_1\begin{pmatrix}3&-3/\sqrt2\\-3/\sqrt2&2\end{pmatrix}.
\end{equation}

\subsection*{The spectrum and its limits}

The spectrum is the real part of the one-sided Fourier transform of the dipole correlation function, $\mathrm{Re}\,d^{T}(K+i\delta)^{-1}d$, where $\delta$ is diagonal with $\delta_j=2\pi c(\tilde\nu_j-\tilde\nu)$. With $g_1=3k_1+i\delta_1$ and $g_2=2k_1+i\delta_2$, inverting the $2\times2$ matrix gives
\begin{equation}
I(\tilde\nu)=\mathrm{Re}\,\frac{2g_2+3g_1+6\sqrt3\,k_1}{g_1g_2-\frac92k_1^2}.
\end{equation}
The cross term is $-2\sqrt2\sqrt3\,(-3k_1/\sqrt2)=6\sqrt3\,k_1$. As a test, the full problem of three polarization components and five stretches was solved at $0.1$, $1$ and $10$ times $k_1$ between 1970 and 2050 cm$^{-1}$; it agreed with this formula to within $10^{-7}$ of the peak height.

When $k_1\ll\Delta\omega_{\rm IR}$, $g_2$ is large near the $A_2''$ band and $I\approx\mathrm{Re}(2/g_1)=6k_1/(9k_1^2+\delta_1^2)$. This Lorentzian has angular half-width $3k_1$. The same argument gives $2k_1$ for $E'$. The full widths in wavenumbers, with $c$ in cm/s, are
\begin{equation}
w(A_2'')=\frac{3k_1}{\pi c}=6.8\ \mathrm{cm^{-1}},\qquad
w(E')=\frac{2k_1}{\pi c}=4.5\ \mathrm{cm^{-1}} .
\end{equation}
These are slow-limit values. At the estimated $k_1$ the bands already overlap, and their full widths at half maximum are somewhat larger, about 8.0 and 4.7 cm$^{-1}$, still smaller than the gap. The full formula places the maxima at 2000.5 and 2019.2 cm$^{-1}$, with a valley at 0.38 of the lower maximum. The bands are distinct, though they overlap.

When $k_1\gg\Delta\omega_{\rm IR}$ the eigenvalues of $K$ govern the spectrum. From trace $5k_1$ and determinant $\frac32k_1^2$ they are $\frac12(5\pm\sqrt{19})k_1$, the smaller being $0.32k_1$. After merging, the band first narrows, to a full width of about 11 cm$^{-1}$ near seven times the estimated rate; at still higher rates it broadens again, finally in proportion to $k_1$, whereas the NMR line keeps sharpening. Strict proportionality is formal, since it needs rates above $k_BT/h$, where separate sudden jumps lose their meaning. Each jump turns four of the five bond dipoles through $30^\circ$ (axial bonds from $90^\circ$ to $120^\circ$ from the pivot, equatorial ones from $120^\circ$ to $90^\circ$), so the infrared signal loses coherence even when the frequency difference no longer matters.

\section*{Why one rate gives two answers}

The useful measure is the phase difference built up between the two frequencies during one stay in a site. For an axial residence time $1/(3k_1)$ it is
\begin{equation}
\frac{6.3\times10^3}{6.4\times10^{11}}\approx10^{-8}\ \mathrm{rad\ (NMR)},\qquad
\frac{3.77\times10^{12}}{6.37\times10^{11}}\approx5.9\ \mathrm{rad\ (infrared)}.
\end{equation}
The nuclear spins cannot tell the sites apart before the ligands move again. The vibrations complete almost a full turn of relative phase. How long the spectrometer collects data does not enter.

\section*{How secure is the infrared margin?}

Apart from an overall scale, $I$ depends on $k_1$ and the gap through their ratio, so the rate at which two maxima become one is proportional to the gap. For 20 cm$^{-1}$ it is $4.3\times10^{11}\ \mathrm{s^{-1}}$, just twice the estimated $k_1$. At 298 K this corresponds to a barrier of 1.59 kcal/mol. Since $k_1\propto e^{-G/RT}$, half a kilocalorie changes the rate by a factor of 2.3. At 1.5 kcal/mol the model shows a single maximum; at 2.5 kcal/mol it shows two, with the valley at 0.08 of the lower one. The NMR conclusion is unaffected by such changes.

The meaning of ``barrier'' matters as well. If 2.0 kcal/mol is an energy measured from the zero-point level, and a soft bend of frequency $\nu_b$ becomes the motion over the top while the other modes are unchanged, the reactant partition function of that bend, $1/(1-e^{-h\nu_b/k_BT})$, divides the rate. For a chosen 100 cm$^{-1}$ the factor is 0.38, giving $k_1=8\times10^{10}\ \mathrm{s^{-1}}$ and a valley ratio of 0.06. Tunnelling, estimated by the Wigner correction with the same frequency at the barrier top, adds about 1\%. If the stretching Hamiltonian changes linearly in time during a crossing that lasts $h/k_BT=0.16$ ps, the retained $\varepsilon_x$ amplitude is 0.678 instead of the sudden value 0.667.

Real Fe(CO)$_5$ in solution at room temperature does show one carbonyl $^{13}$C line and two strong infrared bands near 2000 cm$^{-1}$, roughly 20 cm$^{-1}$ apart; the model parameters were set to reproduce this pattern. The rate prefactor is uncertain as well as the barrier. Recrossing and solvent friction, not computed here, would lower the rate and separate the bands further, while molecular tumbling and other line broadening would fill the valley. With a barrier of little more than $3RT$, $k_1$ is an order-of-magnitude estimate, about $10^{11}\ \mathrm{s^{-1}}$. In the model, population moves from $A_2''$ to $E'$ at $3k_1$ and back at $1.5k_1$, an equilibration time of about 1 ps. Two-dimensional infrared measurements in solution report an exchange time of roughly 8 ps, so the estimate probably lies several times above the real rate and overstates the exchange broadening. That is ample to settle the NMR question; for the infrared, the model with equal bond dipoles and no other broadening gives two bands provided that the true rate is below about $4\times10^{11}\ \mathrm{s^{-1}}$, twice the computed $k_1$. An added Lorentzian full width of 4 or 8 cm$^{-1}$ lowers this limit to $3.6$ or $2.9\times10^{11}\ \mathrm{s^{-1}}$, and a 20\% change in the axial bond dipole moves it by about 10\%. The numerical output below lists the values used.

\section*{Calculated quantities}
\begin{verbatim}
temperature: 298.15 K; barrier per pivot: 2.0 kcal/mol
RT: 0.5925 kcal/mol; barrier/RT: 3.376
kB T/h: 6.212e+12 1/s
Boltzmann factor: 0.0342
rate per pivot k1: 2.124e+11 1/s
pivots moving an axial, an equatorial CO: 3, 2
axial leaving rate 3 k1: 6.373e+11 1/s
equatorial leaving rate 2 k1: 4.249e+11 1/s
site-memory decay rate 5 k1: 1.062e+12 1/s
mean axial residence time: 1.57 ps
mean equatorial residence time: 2.35 ps
13C frequency: 100 MHz; shift gap: 10 ppm
NMR splitting: 1000 Hz; angular: 6.283e+03 rad/s
ratio 5 k1 / NMR angular splitting: 1.69e+08
NMR line position from equatorial end: 400.0 Hz
NMR exchange width: 2.84e-06 Hz
temperature of NMR crossover (formal): 49.1 K
local CO frequencies ax, eq: 2040, 2028 cm^-1
couplings ax-ax, eq-eq, ax-eq: 20, 28, 17 cm^-1
all CO-stretch levels: 2000.0 2000.0 2020.0 2028.7 2115.3 cm^-1
infrared bands A2'', E': 2020, 2000 cm^-1
IR splitting: 20 cm^-1; angular: 3.767e+12 rad/s
ratio IR angular splitting / k1: 17.7
ratio IR angular splitting / 5 k1: 3.55
ratio IR / NMR angular splitting: 6.00e+08
slow-limit width A2'': 6.77 cm^-1; E': 4.51 cm^-1
IR maxima with exchange: 2000.52, 2019.16 cm^-1
valley / lower maximum: 0.384
k1 at which two IR maxima become one: 4.261e+11 1/s
that limit / estimated k1: 2.01
barrier at that limit, 298.15 K: 1.59 kcal/mol
barrier 1.5 kcal/mol: k1 4.94e+11 1/s, IR maxima 1, valley ratio 1.000
barrier 2.0 kcal/mol: k1 2.12e+11 1/s, IR maxima 2, valley ratio 0.384
barrier 2.5 kcal/mol: k1 9.14e+10 1/s, IR maxima 2, valley ratio 0.078
soft mode: 100 cm^-1; Wigner tunnelling factor: 1.0097
k1 with soft-mode prefactor: 8.13e+10 1/s
reduction factor of k1: 0.383; valley ratio: 0.062
crossing time h/(kB T): 0.161 ps
kept E' amplitude, sudden: 0.6667; finite: 0.6780
\end{verbatim}
